Squared-gradient minimization of SCF energies: conditioning and spurious minima, part 2

Squared-gradient minimization (SGM) seeks SCF solutions, excited ones included, by lowering Δ = |g|² instead of the energy E. Here g is the gradient of E for orbital rotations k (in radians), taken in the frame of the current orbitals, and H is the Hessian of E, with eigenvalues λ. A solution has g = 0; its index is the number of negative λ. A stationary point of Δ with g ≠ 0 is spurious. Hartree atomic units are used, and Eh is the hartree.

S_plm is the second derivative of g_p(k) at k = 0; in flat coordinates, where g(k) = ∂E/∂k everywhere, it is the tensor T of third derivatives of E. Along k = sn with n a unit vector, T_nnn = d³E/ds³. Earlier results:

∇Δ = 2 H g     (5)

(∇²Δ)_lm = 2 (H²)_lm + 2 Σ_p g_p S_plm     (7)

Δ = T_nnn² s⁴ / 4 + O(s⁵)     (9)

nᵀ(∇²Δ)n = 2|g| T_nnn     (11)

(9) holds along the valley floor at a solution where H has the single null vector n, and (11) where n = g/|g| and Hn = 0. In the latter case, for small |g| and a single null vector, T_nnn > 0 ensures a minimum: coupling to the other directions changes (11) only by O(|g|²).

The cubic model of part 1 is E = μθ + Tθ³/6, with Δ = (μ + Tθ²/2)². For T > 0 it has two solutions θ = ±√(−2μ/T) if μ < 0, and a spurious minimum of height μ² at θ = 0 if μ > 0.

An SGM step is δk = −2ηHg. In flat coordinates with constant W, Δ_W = gᵀWg has ∇Δ_W = 2HWg.

The final listing also covers water, in its ground state and with the 1b₁ pair moved to 4a₁. There κ = max|λ|/min|λ|, cond is a condition number, D^-2 marks preconditioning by D_ai = 4(ε_a − ε_i), from orbital energies, and h is the step of a difference formula for Hg.

8. Spurious minima next to a fold

Let E depend on a parameter ζ, and let a solution at ζ_c have exactly one null vector n, with T = T_nnn ≠ 0 and b = n·∂g/∂ζ ≠ 0. Write the displacement as sn + u with u orthogonal to n, and δζ = ζ − ζ_c. Then

g_n = b δζ + ½T s² + (terms in s δζ, s u, s³, δζ², u δζ, u²)
g_⊥ = H_⊥ u + O(δζ, s²)

There is no term linear in s or u in g_n because Hn = 0. H_⊥ is invertible, so g_⊥ can be cancelled by u = O(δζ, s²), and the bracketed terms are then of higher order than the two written. What is left is the cubic model of part 1 with μ = b δζ. For bT δζ < 0 there are two solutions at s = ±√(−2b δζ/T), with soft eigenvalue Ts of opposite sign, so their indices differ by one. For bT δζ > 0 no solution exists nearby. Stationarity of Δ in s requires ∂g_n/∂s = Ts + O(δζ) = 0 at leading order, so s = O(δζ), and

Δ_min = b² δζ² [1 + O(δζ)]     (12)

By (11) the curvature there is 2bT δζ > 0 to leading order in δζ, and by the small-|g| argument of part 7 the point is a minimum. An SGM calculation that follows an excited solution through a fold still converges in ∇Δ: it passes continuously from a solution to a spurious minimum whose |g| grows linearly from zero.

9. A solvable case: H₂ in an axial field

Take H₂ in a minimal basis with one α and one β electron, bond length R, origin at the midpoint and a uniform field of strength F along the bond (F without indices is the field from here on). Each electron gains the energy +Fz, and the nuclear terms cancel at this origin. With the symmetry orbitals σ_g and σ_u, the two spatial orbitals are

φ_α = cos α σ_g + sin α σ_u,   φ_β = cos β σ_g + sin β σ_u

A rotation by k simply adds k to an angle, so g = (∂E/∂α, ∂E/∂β) everywhere, the manifold is a flat torus of period π in each angle, and S = T. Opposite spins have no exchange term, so E is the sum of two one-electron energies, (φ_αφ_α|φ_βφ_β) and 1/R.

Inversion symmetry makes h_gu, (gg|gu), (uu|gu), z_gg and z_uu vanish. Let d = ⟨σ_g|z|σ_u⟩ > 0, J_gg = (gg|gg), J_uu = (uu|uu), J_gu = (gg|uu) and K = (gu|gu). The one-electron energy is h_g cos²α + h_u sin²α + 2Fd sin α cos α. With cos²α = (1 + cos 2α)/2 and sin²α = (1 − cos 2α)/2 it becomes (h_g + h_u)/2 + ½(h_g − h_u) cos 2α + Fd sin 2α. The density is φ_α² = cos²α gg + sin²α uu + sin 2α gu. Writing c_α = cos 2α and c_β = cos 2β, the repulsion is

¼J_gg(1 + c_α)(1 + c_β) + ¼J_uu(1 − c_α)(1 − c_β) + ¼J_gu(2 − 2c_αc_β) + K sin 2α sin 2β

Collecting powers of the cosines,

E = E₀ + A(cos 2α + cos 2β) + B cos 2α cos 2β + K sin 2α sin 2β + Fd(sin 2α + sin 2β)
A = (h_g − h_u)/2 + (J_gg − J_uu)/4
B = (J_gg + J_uu − 2J_gu)/4
E₀ = h_g + h_u + (J_gg + J_uu + 2J_gu)/4 + 1/R

The derivatives are

g_α = −2A sin 2α − 2B sin 2α cos 2β + 2K cos 2α sin 2β + 2Fd cos 2α
H_αα = −4A cos 2α − 4B cos 2α cos 2β − 4K sin 2α sin 2β − 4Fd sin 2α
H_αβ = 4B sin 2α sin 2β + 4K cos 2α cos 2β

and g_β, H_ββ follow by exchanging α and β.

The restricted line. Put α = β = x/2, f = Fd, Q = K − B and A = −a with a > 0. The energy is e(x) = E₀ − 2a cos x + B cos²x + K sin²x + 2f sin x, and

e′ = 2a sin x + Q sin 2x + 2f cos x
e″ = 2a cos x + 2Q cos 2x − 2f sin x
e‴ = −2a sin x − 4Q sin 2x − 2f cos x

Comparison with g_α shows g_α = g_β = e′. With n₁ = (1,1)/√2 and t₁ = (1,−1)/√2, this is g = √2 e′ n₁ and Δ = 2e′². Since H_αα = H_ββ on the line, n₁ and t₁ are eigenvectors, with eigenvalues H_αα ± H_αβ. In the sum the B and K terms combine to 4Q(cos²x − sin²x); in the difference they combine to −4(B + K):

λ_n = 2e″,   λ_t = −4(A cos x + f sin x + B + K)

So Hg = 2√2 e′e″ n₁, and every inflection of e is a stationary point of Δ in the full plane. The arc length along n₁ is s = x/√2, so d/ds = √2 d/dx and the third derivative along n₁ is T = 2√2 e‴. At an inflection the curvature of Δ along n₁ is 2 d²(2e′²)/dx² = 8e′e‴. Along t₁, (7) gives 2λ_t² + 2(√2 e′) T_ntt, where T_ntt = dλ_t/ds = 4√2 (A sin x − f cos x), that is

t₁ᵀ(∇²Δ)t₁ = 2λ_t² + 16 e′ (A sin x − f cos x)     (13)

The mixed element vanishes because exchanging α and β leaves Δ unchanged and reverses t₁.

Solutions and fold. For f > 0, e′ is nonzero at x = 0, π/2, π, 3π/2, where it equals 2f, 2a, −2f, −2a. Elsewhere

e′ = 2 sin x cos x [Q − w(x)],   w = −a/cos x − f/sin x
w′ = −a sin x/cos²x + f cos x/sin²x

Assume Q > 0. In the first quadrant w < 0 and there is no solution. In the second both terms of w′ are negative, in the fourth both are positive, and w runs between −∞ and +∞, so each has one solution. In the third, w → +∞ at both ends, with one minimum at w′ = 0, that is tan³x = f/a. With τ = (f/a)^(1/3), 1/|cos x| = √(1 + τ²) and 1/|sin x| = √(1 + τ²)/τ, so w_min = √(1 + τ²)(a + f/τ). Here √(1 + τ²) = a^(−1/3)(a^(2/3) + f^(2/3))^(1/2) and a + f/τ = a^(1/3)(a^(2/3) + f^(2/3)), so w_min = (a^(2/3) + f^(2/3))^(3/2). There are four solutions for w_min < Q and two for w_min > Q, and the fold lies on the astroid

a^(2/3) + (F_c d)^(2/3) = Q^(2/3)     (14)

It exists only if Q > a. At F = 0, e′ = 2 sin x (a + Q cos x), and the four solutions are σ_g² (x = 0), σ_u² (x = π) and an ionic pair at cos x = −a/Q. The field pushes σ_u² into the third quadrant, where it meets the ionic solution that has both electrons near the atom at negative z.

At the fold e′ = 0 gives 2a sin x + 2f cos x = −Q sin 2x, so e‴ = Q sin 2x_c − 4Q sin 2x_c = −3Q sin 2x_c, negative in the third quadrant. Also b = √2 ∂e′/∂F = 2√2 d cos x_c < 0. Then bT > 0, the spurious minimum lies at F > F_c, and (12) reads Δ_min ≈ 8d² cos²x_c (F − F_c)².

Inflections. At x = 0, π/2, π, 3π/2, e″ equals 2a + 2Q, −2Q − 2f, 2Q − 2a, 2f − 2Q. For a < Q and f < Q the signs alternate, so each quadrant holds a root. In z = exp(ix) the equation e″ = 0 is a quartic, so these four are all the roots, and they are simple. The sign of e‴ at the roots is −, +, −, + by the direction of the sign change. In the first quadrant all terms of e′ are positive, so e′e‴ < 0. In the second, e′ rises from the root to e′(π) = −2f, so e′ < 0 and e′e‴ < 0. In the fourth, e′ falls from −2a to the root, with the same result. In the third, the root is the maximum of e′, positive between the two solutions when F < F_c and negative when F > F_c. Only this inflection, and only past the fold, is a minimum of Δ along the line.

10. Worked example: H₂/STO-3G at 4 bohr

The numbers describe this two-function model, which cannot polarize the atoms; they do not describe the real molecule in so strong a field. The overlap is S = 0.098133 and d = 2.009700 bohr. From h_g = −0.756849, h_u = −0.667440, J_gg = 0.502616, J_uu = 0.525855, J_gu = 0.512086 and K = 0.265128 Eh,

A = −0.089409/2 − 0.023239/4 = −0.050514 Eh
B = (1.028471 − 1.024172)/4 = 0.001075 Eh
Q = 0.265128 − 0.001075 = 0.264053 Eh

Fold. Q^(2/3) = 0.41159 and a^(2/3) = 0.13665, whose difference 0.27494 raised to the power 3/2 is F_c d = 0.14416 Eh. So F_c = 0.14416/2.0097 = 0.07173 au = 36.9 V/nm. A numerical search for the field at which the third-quadrant maximum of the Fock-matrix gradient touches zero gives 0.0717328 au, equal to (14) in all printed digits, and counting sign changes gives 4 solutions at F = 0.05 au and 2 at F = 0.09 au. Next, τ = (0.14416/0.050514)^(1/3) = 1.4184, x_c = π + arctan τ = 4.0983 rad, cos²x_c = 1/(1 + τ²) = 0.3320 and sin 2x_c = 2τ/(1 + τ²) = 0.9419. Then

T = −2√2 × 3 × 0.264053 × 0.9419 = −2.110 Eh

On the line g stays along n₁, so (9) applies to the straight path: T²/4 = 1.113358 Eh², against Δ/s⁴ = 1.113357 Eh² from the Fock matrices. For (12), 8d² cos²x_c = 32.311 × 0.3320 = 10.73 bohr². The computed Δ_min/δF² is 10.66038 at δF = 0.001 au and 10.72085 at δF = 0.0001 au, below the limit 10.72755 by 0.63 % and 0.062 % of it. The deviation is linear in δF, as (12) states.

Descent. SGM with η = 0.2 Eh⁻² starts at α = 1.5908, β = 1.5508 rad, a σ_u² guess tilted off the line. At F = 0.05 au it ends at α = β = 1.8253 rad with g = 0, E = −0.607063 Eh and λ = −1.0454 and 0.57401 Eh: a true solution of index 1, unstable to spin polarization and a minimum on the line. At F = 0.09 au the same start ends at α = β = 2.0934 rad with |g| = 0.056127 Eh and Δ = 0.003150 Eh².

This end point is the third-quadrant inflection. With x = 4.1868 rad, sin x = −0.86503, cos x = −0.50172, sin 2x = 0.86801, cos 2x = −0.49655 and f = 0.09 × 2.0097 = 0.18087 Eh,

e″ = −0.05069 − 0.26223 + 0.31292 = 0.0000
e′ = −0.08739 + 0.22920 − 0.18150 = −0.03969,   |g| = √2 × 0.03969 = 0.05613 Eh
e‴ = 0.08739 − 0.91680 + 0.18150 = −0.64791,   8e′e‴ = 0.2057 Eh²
λ_t = −4(0.02534 − 0.15646 + 0.26620) = −0.5403 Eh

In (13), A sin x − f cos x = 0.04370 + 0.09075 = 0.13444 Eh, so the transverse curvature is 0.5840 − 16 × 0.03969 × 0.13444 = 0.5840 − 0.0854 = 0.4986 Eh². The finite-difference values are 0.20571 and 0.49857 Eh². Both are positive, so the point is a minimum of Δ. The leading law gives 10.728 × (0.09 − 0.07173)² = 0.00358 Eh²; the true Δ is lower by 12 % of that, close to the linear correction 0.63 % × 18.3 = 11.5 %. The energy there, −0.7247 Eh, is not stationary and belongs to no SCF state.

The other three inflections, at x = 0.652, 2.622 and 5.106 rad, have |g| = 0.854, 0.695 and 0.200 Eh. Their curvatures along n₁ are −6.60, −4.62 and −0.796 Eh², and along t₁ 1.92, 4.08 and 0.255 Eh². At all four points the program tests that ∇Δ = 0 with g ≠ 0, that (7) and (11) hold, and that only the third is a minimum. The other three are saddles of Δ.

Changing the norm. With W = diag(1, 1.5) the spurious minimum moves to α = 2.1106, β = 2.0765 rad, a shift of 0.02409 rad almost wholly along t₁, where gᵀWg = 0.003755 Eh²; the program tests that det H = 0 and HWg = 0 there while Hg ≠ 0. The shift follows from the condition on Wg. A displacement u along t₁ gives g_t = λ_t u and H_nt = T_ntt u, with T_ntt = 4√2 × 0.13444 = 0.7605 Eh. The null vector tilts to n₁ + εt₁, where H_nt + λ_t ε = 0, so ε = 0.7605u/0.54035 = 1.407u. It is proportional to (1 + ε, 1 − ε), so g is proportional to (1 + ε, (1 − ε)/1.5), and

g_t/g_n = (1 + 5ε)/(5 + ε) ≈ 0.2 + 0.96ε

With g_n = −0.056127 Eh and g_n/λ_t = 0.10387, the condition is u = 0.10387(0.2 + 1.351u), which gives u = 0.02077/0.8597 = 0.0242 rad to leading order in u.

The practical criterion follows from (5): a small |∇Δ| establishes only that Hg is small, so convergence of SGM has to be judged on |g|. When ∇Δ vanishes while |g| stays nonzero, H is singular along g and the Newton step −H⁻¹g is undefined, since Hδk = −g has no solution when g is a null vector of the symmetric H. Just past a fold, on the side where bT δζ > 0, part 8 shows that there is no nearby solution to find.

Numbers as computed

```
water RHF/STO-3G: r(OH) = 1.8 bohr, angle = 104.0 deg, rotations = 10
random point: |g| = 9.317 Eh, |2Hg| = 1470.34 Eh^2, rel. error 1.9e-10
two-point Hg error ratio, h = 0.02 vs 0.01: 4.0000
ground: E = -74.96233669 Eh, index = 0
  lambda(H) / Eh: 2.1186 2.3441 2.5318 3.0896 3.573
   ... 4.7501 6.3257 6.7425 80.574 80.735
  Hess Delta by differences: min 8.9773, max 13036.2 Eh^2
  kappa = 38.107, kappa^2 = 1452.1, cond(Hess Delta) = 1452.1
  descent on E: cond 38.107, iterations/decade predicted 43.862, measured 43.862
  SGM: cond 1452.1, iterations/decade predicted 1671.8, measured 1671.8
  SGM, D^-2: cond 4.3894, iterations/decade predicted 4.9648, measured 4.9648
1b1^2->4a1^2: E = -73.83712904 Eh, index = 1
  lambda(H) / Eh: -2.4478 0.46661 0.7315 1.3151 3.8336
   ... 4.5386 4.7485 6.4191 78.29 82.099
  Hess Delta by differences: min 0.43546, max 13480.4 Eh^2
  kappa = 175.95, kappa^2 = 30957, cond(Hess Delta) = 30957
  descent on E, 40 steps of 1/lambda_max: growth 3.2387, predicted 3.2387
  SGM: cond 30957, iterations/decade predicted 35640, measured 35640
  SGM, D^-2: cond 538.93, iterations/decade predicted 620.46, measured 620.46
excitation energy = 1.125208 Eh = 30.6185 eV
H2 STO-3G: R = 4.0 bohr, S = 0.098133, d = 2.009700 bohr, E0 = -0.661129 Eh
hg, hu = -0.756849 -0.667440 Eh; Jgg, Juu, Jgu = 0.502616 0.525855 0.512086 Eh
A, B, K, Q = -0.050514 0.001075 0.265128 0.264053 Eh
fold: Fc = 0.0717328 au = 36.886 V/nm (search 0.0717328 au), xc = 4.098316 rad
solutions on the line: 4 at F = 0.05 au, 2 at F = 0.09 au
at fold: T = -2.110316 Eh, T^2/4 = 1.113358, Delta/s^4 = 1.113357 Eh^2
ghost Delta/dF^2 at dF = 0.001 au: 10.66038; limit 8 d^2 cos^2 xc = 10.72755 bohr^2
ghost Delta/dF^2 at dF = 0.0001 au: 10.72085; limit 8 d^2 cos^2 xc = 10.72755 bohr^2
inflections at F = 0.09 au: x/rad, E/Eh, |g|/Eh, lambda_t/Eh, Hess Delta along n and t /Eh^2
  0.65203 -0.42362 0.85356 -1.3432 -6.6038 1.9241 not a minimum
  2.6217 -0.32748 0.69502 -1.5996 -4.6179 4.0806 not a minimum
  4.1868 -0.7247 0.056127 -0.54035 0.20571 0.49857 minimum
  5.1059 -0.80765 0.20028 -0.31914 -0.79606 0.25513 not a minimum
SGM start alpha, beta / rad: 1.5908 1.5508 ; step 0.2 Eh^-2
F = 0.05: end 1.8253 1.8253 rad, E = -0.607063 Eh, lambda = -1.0454 0.57401 Eh
F = 0.09: end 2.0934 2.0934 rad, |g| = 0.056127 Eh, Delta = 0.003150 Eh^2
norm W = diag(1 1.5): ghost at 2.1106 2.0765 rad, shift 0.02409 rad, gWg = 0.003755 Eh^2
```
